**Hot-electron anisotropy in n-type silicon at 77 K: two-term Boltzmann solution and Monte Carlo**

The program tests whether electrons drift more slowly along 100 than along 111 because the valleys that are light along the field heat more and lose electrons to the heavy ones. Here `inv_heavy`, `inv_light` and `inv_mean` are inverse masses along the field, `share` is the fraction of electrons in a valley group, and f phonons change the valley axis while g phonons keep it. It asserts that the weak-field mobility agrees with a direct thermal average within 2 % and is isotropic within 0.2 %. At 0.5 kV/cm it asserts that the light valleys are hotter, that the heavy share exceeds one third, and that the grid velocity with locked populations lies between those for 100 and 111. Grid and Monte Carlo velocities must agree within 8 %, heavy shares within 0.05, and the counted population ratio must match the f-type exit rates within 8 %. The output gives a velocity ratio of 1.35 on the grid and 1.31 by Monte Carlo, with heavy shares of 0.579 and 0.559. About nine tenths of the velocity difference comes from repopulation. The remaining lines show the field dependence and the size of effects left out of the model.

## Program and output

```python
"""Why hot electrons in cold n-type silicon drift more slowly along 100 than 111.

Result under test: with the field along 100, valleys with a light mass along the
field heat more, lose electrons by f-type phonon scattering to the valleys that are
heavy along the field, and the mean drift velocity falls below that along 111.

Symbols: m_long, m_trans = ellipsoid masses; m_dos = density-of-states mass;
inverse mass = sum(cos^2/m_i) along the field; energies in eV, the rest in SI.
Two roads: (1) two-term Boltzmann equation on an energy grid, (2) Monte Carlo with
three-component motion. f phonons change the valley axis, g phonons keep it.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

q, hbar, kB, m0 = const.e, const.hbar, const.k, const.m_e
m_long, m_trans = 0.92 * m0, 0.19 * m0
m_dos = (m_long * m_trans**2) ** (1 / 3)
density, sound, acoustic_potential = 2330.0, 9.0e3, 9.0     # kg/m3, m/s, eV
# kind, phonon energy (meV), coupling (1e8 eV/cm): rough typical silicon values
PHONONS = [("f", 18, 0.3), ("f", 43, 2.0), ("f", 54, 2.0),
           ("g", 12, 0.5), ("g", 18, 0.8), ("g", 62, 11.0)]
T_cold = 77.0
dE, cells = 0.5e-3, 800
centres = (np.arange(cells) + 0.5) * dE
faces = np.arange(1, cells) * dE
inv_heavy, inv_light = 1 / m_long, 1 / m_trans
inv_mean = (inv_heavy + 2 * inv_light) / 3


def mechanisms(energy, T):
    """List of (kind, energy change in eV, golden-rule rate in 1/s)."""
    def root(e):
        return np.sqrt(np.maximum(e, 0) * q)
    acoustic = (np.sqrt(2) * m_dos**1.5 * kB * T * (acoustic_potential * q)**2
                * root(energy) / (np.pi * hbar**4 * density * sound**2))
    result = [("a", 0.0, acoustic)]
    for kind, w_meV, coupling in PHONONS:
        w = w_meV * 1e-3
        number = 1 / np.expm1(w * q / (kB * T))
        final_valleys = 4 if kind == "f" else 1
        c = ((coupling * 1e10 * q)**2 * m_dos**1.5 * final_valleys
             / (np.sqrt(2) * np.pi * density * hbar**2 * w * q))
        result.append((kind, w, c * number * root(energy + w)))
        result.append((kind, -w, c * (number + 1) * root(energy - w)))
    return result


def two_term(field, inverse_masses, transfer, T=T_cold, acoustic_loss=False):
    """Steady two-term solution; transfer[d][s] = share of f events from s to d."""
    classes = len(inverse_masses)
    at_faces = mechanisms(faces, T)
    tau = 1 / sum(m[2] for m in at_faces)
    at_centres = mechanisms(centres, T)
    rows, cols, vals = [], [], []

    def add(dst, src, rate):
        rows.extend([dst, src])
        cols.extend([src, src])
        vals.extend([rate, -rate])

    hops = []
    low, high = np.arange(cells - 1), np.arange(1, cells)
    root_c = np.sqrt(centres)
    for c, inv in enumerate(inverse_masses):
        off = c * cells
        diffusion = (2 / 3) * field**2 * inv * q * faces * tau
        h = diffusion * np.sqrt(faces) / dE**2
        up, down = h / root_c[:-1], h / root_c[1:]
        hops.append((up, down))
        add(off + high, off + low, up)
        add(off + low, off + high, down)
        if acoustic_loss:
            spread = 2 * m_dos * sound**2 / q * faces * at_faces[0][2]
            h = spread * np.sqrt(faces) / dE**2
            tilt = np.exp(dE * q / (2 * kB * T))
            add(off + high, off + low, h / tilt / root_c[:-1])
            add(off + low, off + high, h * tilt / root_c[1:])
        for kind, change, rate in at_centres[1:]:
            shift = int(round(change / dE))
            src = np.arange(max(0, -shift), min(cells, cells - shift))
            if kind == "g":
                add(off + src + shift, off + src, rate[src])
            else:
                for d in range(classes):
                    if transfer[d][c] > 0:
                        add(d * cells + src + shift, off + src,
                            transfer[d][c] * rate[src])
    rows, cols, vals = map(np.concatenate, (rows, cols, vals))
    pin, scale = 20, 1e12          # one balance row is replaced by a fixed value
    keep = rows != pin
    rows = np.append(rows[keep], pin)
    cols = np.append(cols[keep], pin)
    vals = np.append(vals[keep], scale)
    size = classes * cells
    rhs = np.zeros(size)
    rhs[pin] = scale
    n = spsolve(coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc(), rhs)
    n = (n / n.sum()).reshape(classes, cells)
    share = n.sum(axis=1)
    velocity = np.array([np.sum(up * n[c, :-1] - down * n[c, 1:]) * dE / field
                         for c, (up, down) in enumerate(hops)]) / share
    return {"share": share, "v": velocity, "total": float(share @ velocity),
            "energy": n @ centres / share, "n": n}


SINGLE = [[1.0]]
EXCHANGE = [[0.0, 0.5], [1.0, 0.5]]       # class 0: heavy pair, class 1: light four


def along_111(field, **kw):
    return two_term(field, [inv_mean], SINGLE, **kw)


def along_100(field, **kw):
    return two_term(field, [inv_heavy, inv_light], EXCHANGE, **kw)


def monte_carlo(direction, field, steps, burn, seed, exchange=True, count=7998):
    """Null-collision Monte Carlo; states are sampled just before each event."""
    rng = np.random.default_rng(seed)
    direction = np.array(direction, float) / np.linalg.norm(direction)
    mass = np.full((3, 3), m_trans)
    np.fill_diagonal(mass, m_long)
    drive = q * field * direction / np.sqrt(2 * mass * q)
    project = direction * np.sqrt(2 * q / mass)
    table = mechanisms(centres, T_cold)
    cumulative = np.cumsum([m[2] for m in table], axis=0).T.copy()
    total = cumulative[:, -1].copy()
    change = np.array([m[1] for m in table])
    is_f = np.array([m[0] == "f" for m in table])
    ceiling = total[int(0.25 / dE)]
    axis = np.arange(count) % 3
    u = rng.normal(size=(count, 3)) * np.sqrt(kB * T_cold / q / 2)
    hist, v_sum, trace = np.zeros(3 * cells), np.zeros(3), []
    for step in range(steps):
        u += drive[axis] * rng.exponential(1 / ceiling, count)[:, None]
        energy = np.einsum("ij,ij->i", u, u)
        index = np.minimum((energy / dE).astype(int), cells - 1)
        if step >= burn:
            v = np.einsum("ij,ij->i", u, project[axis])
            v_sum += np.bincount(axis, weights=v, minlength=3)
            hist += np.bincount(axis * cells + index, minlength=3 * cells)
            trace.append(v.mean())
        pick = rng.random(count) * ceiling
        hit = np.nonzero(pick < total[index])[0]
        mech = (cumulative[index[hit]] <= pick[hit][:, None]).sum(axis=1)
        speed = np.sqrt(np.maximum(energy[hit] + change[mech], 0))
        cosine = 2 * rng.random(hit.size) - 1
        angle = 2 * np.pi * rng.random(hit.size)
        sine = np.sqrt(1 - cosine**2)
        u[hit] = np.column_stack((speed * sine * np.cos(angle),
                                  speed * sine * np.sin(angle), speed * cosine))
        if exchange:
            jump = hit[is_f[mech]]
            axis[jump] = (axis[jump] + rng.integers(1, 3, jump.size)) % 3
    hist = hist.reshape(3, cells)
    number = hist.sum(axis=1)
    f_rate = sum(m[2] for m in table if m[0] == "f")

    def group(values):            # heavy valley pair, then the four light valleys
        return np.array([values[0] / number[0],
                         values[1:].sum() / number[1:].sum()])
    blocks = np.array(trace).reshape(10, -1).mean(axis=1)
    return {"total": v_sum.sum() / number.sum(), "v": group(v_sum),
            "heavy": number[0] / number.sum(), "energy": group(hist @ centres),
            "f_rate": group(hist @ f_rate),
            "error": blocks.std(ddof=1) / np.sqrt(10)}


# Ohmic limit: direct thermal average of the relaxation time, and isotropy
weak = 100.0
fine = (np.arange(40000) + 0.5) * 5e-6
boltz = np.exp(-fine * q / (kB * T_cold))
tau_fine = 1 / sum(m[2] for m in mechanisms(fine, T_cold))
tau_mean = ((2 / 3) * np.sum(tau_fine * fine**1.5 * boltz) * q / (kB * T_cold)
            / np.sum(np.sqrt(fine) * boltz))
mobility = q * inv_mean * tau_mean
weak_111, weak_100 = along_111(weak)["total"], along_100(weak)["total"]
assert abs(weak_111 / weak / mobility - 1) < 0.02      # finite energy cells
assert abs(weak_111 / weak_100 - 1) < 2e-3

# Hot electrons at the field of the example
field = 5.0e4
s111, s100 = along_111(field), along_100(field)
alone_heavy = two_term(field, [inv_heavy], SINGLE)
alone_light = two_term(field, [inv_light], SINGLE)
locked = (alone_heavy["total"] + 2 * alone_light["total"]) / 3
assert s100["energy"][1] > s100["energy"][0]
assert s100["share"][0] > 1 / 3
assert s100["total"] < locked < s111["total"]

mc100 = monte_carlo([1, 0, 0], field, 4300, 1800, seed=1)
mc111 = monte_carlo([1, 1, 1], field, 1600, 600, seed=2)
mc_locked = monte_carlo([1, 0, 0], field, 1600, 600, seed=3, exchange=False)
# The two-term road drops higher angular harmonics: a few per cent are expected
for grid_value, mc in ((s100["total"], mc100), (s111["total"], mc111),
                       (locked, mc_locked)):
    assert abs(grid_value / mc["total"] - 1) < 0.08
assert abs(s100["share"][0] - mc100["heavy"]) < 0.05
assert mc100["energy"][1] > mc100["energy"][0]
assert mc100["heavy"] > 1 / 3
noise = np.hypot(mc100["error"], mc111["error"])
assert mc111["total"] - mc100["total"] > 5 * noise
assert mc_locked["total"] > mc100["total"]
# Counted populations against the balance of mean f-type exit rates
counted = mc100["heavy"] / (1 - mc100["heavy"])
balanced = mc100["f_rate"][1] / (2 * mc100["f_rate"][0])
assert abs(counted / balanced - 1) < 0.08              # sampling noise

print("INPUTS (rough typical silicon values)")
print(f"temperature {T_cold:.0f} K, field {field/1e5:.2f} kV/cm")
print(f"masses/m0: long {m_long/m0:.2f}, trans {m_trans/m0:.2f}, "
      f"dos {m_dos/m0:.3f}")
print(f"mass along 111 field, every valley: {1/inv_mean/m0:.3f} m0")
print(f"heating factor light/heavy at equal tau: {inv_light/inv_heavy:.2f}")
print(f"acoustic: {acoustic_potential:.1f} eV, sound {sound*100:.1e} cm/s, "
      f"density {density/1000:.2f} g/cm3")
for kind, w, coupling in PHONONS:
    print(f"{kind} phonon {w} meV, coupling {coupling:.1f}e8 eV/cm")
print("OHMIC LIMIT")
print(f"mobility, thermal average: {mobility*1e4:.0f} cm2/Vs")
print(f"mobility, grid at 1 V/cm: {weak_111/weak*1e4:.0f} cm2/Vs")
print(f"v111/v100 at 1 V/cm: {weak_111/weak_100:.5f}")
print("EXAMPLE: two-term grid | Monte Carlo")
print(f"v111: {s111['total']*100:.3e} | {mc111['total']*100:.3e} "
      f"+- {mc111['error']*100:.0e} cm/s")
print(f"v100: {s100['total']*100:.3e} | {mc100['total']*100:.3e} "
      f"+- {mc100['error']*100:.0e} cm/s")
print(f"v111/v100: {s111['total']/s100['total']:.3f} | "
      f"{mc111['total']/mc100['total']:.3f}")
print(f"heavy-valley share, 100: {s100['share'][0]:.3f} | {mc100['heavy']:.3f}")
for i, name in enumerate(("heavy", "light")):
    print(f"{name} valleys, 100: v {s100['v'][i]*100:.3e} | "
          f"{mc100['v'][i]*100:.3e} cm/s")
    print(f"{name} valleys, 100: mean energy {s100['energy'][i]*1e3:.1f} | "
          f"{mc100['energy'][i]*1e3:.1f} meV")
print(f"mean energy, 111: {s111['energy'][0]*1e3:.1f} | "
      f"{mc111['energy'].mean()*1e3:.1f} meV")
print(f"thermal mean energy: {1.5*kB*T_cold/q*1e3:.1f} meV")
print(f"f exit rate (MC): heavy {mc100['f_rate'][0]:.2e}, "
      f"light {mc100['f_rate'][1]:.2e} 1/s")
print(f"N_heavy/N_light (MC): counted {counted:.3f}, from rates {balanced:.3f}")
print("SPLIT OF v111 - v100")
print(f"v100, populations locked: {locked*100:.3e} | "
      f"{mc_locked['total']*100:.3e} cm/s")
print(f"locked valleys alone (grid): heavy {alone_heavy['total']*100:.3e}, "
      f"light {alone_light['total']*100:.3e} cm/s")
print(f"unequal heating alone: {(s111['total']-locked)*100:.2e} | "
      f"{(mc111['total']-mc_locked['total'])*100:.2e} cm/s")
print(f"repopulation: {(locked-s100['total'])*100:.2e} | "
      f"{(mc_locked['total']-mc100['total'])*100:.2e} cm/s")
print("FIELD SWEEP (grid; last column includes acoustic energy loss)")
print("kV/cm  v111 cm/s  v100 cm/s  heavy share  ratio  ratio+loss")
for F in (3e3, 1e4, 3e4, 1e5, 3e5):
    a, b = along_111(F), along_100(F)
    ratio_loss = (along_111(F, acoustic_loss=True)["total"]
                  / along_100(F, acoustic_loss=True)["total"])
    print(f"{F/1e5:5.2f}  {a['total']*100:.3e}  {b['total']*100:.3e}  "
          f"{b['share'][0]:.3f}  {a['total']/b['total']:.3f}  {ratio_loss:.3f}")

print("NEGLECTED EFFECTS, at the example field")
l111 = along_111(field, acoustic_loss=True)
l100 = along_100(field, acoustic_loss=True)
print(f"with acoustic energy loss: v111 {l111['total']*100:.3e}, "
      f"v100 {l100['total']*100:.3e} cm/s")
print(f"with acoustic energy loss: ratio {l111['total']/l100['total']:.3f}, "
      f"heavy share {l100['share'][0]:.3f}")
r111, r100 = along_111(field, T=300.0), along_100(field, T=300.0)
print(f"same field at 300 K: ratio {r111['total']/r100['total']:.4f}, "
      f"heavy share {r100['share'][0]:.4f}")
nonparabolicity = 0.5                                   # 1/eV, rough
print(f"nonparabolic mass rise, light valleys (0.5/eV): "
      f"{200*nonparabolicity*s100['energy'][1]:.1f} %")
donors, permittivity = 1e20, 11.7 * const.epsilon_0
E_mean = s111["energy"][0]
screen2 = permittivity * kB * T_cold / (donors * q**2)
b = 8 * m_dos * E_mean * q * screen2 / hbar**2
impurity = (donors * q**4 * (np.log1p(b) - b / (1 + b))
            / (16 * np.sqrt(2) * np.pi * permittivity**2 * np.sqrt(m_dos)
               * (E_mean * q)**1.5))
phonon = sum(m[2] for m in mechanisms(np.array([E_mean]), T_cold))[0]
print(f"impurity/phonon rate at mean energy, 1e14 cm^-3: {impurity/phonon:.1e}")
states = 12 * (m_dos * kB * T_cold / (2 * np.pi * hbar**2))**1.5
print(f"degeneracy, density/band states: {donors/states:.1e}")
tail = s100["n"][:, centres > 0.2].sum()
print(f"share of electrons above 0.2 eV, field along 100: {tail:.1e}")
print("all good")
```

It prints:

```
INPUTS (rough typical silicon values)
temperature 77 K, field 0.50 kV/cm
masses/m0: long 0.92, trans 0.19, dos 0.321
mass along 111 field, every valley: 0.258 m0
heating factor light/heavy at equal tau: 4.84
acoustic: 9.0 eV, sound 9.0e+05 cm/s, density 2.33 g/cm3
f phonon 18 meV, coupling 0.3e8 eV/cm
f phonon 43 meV, coupling 2.0e8 eV/cm
f phonon 54 meV, coupling 2.0e8 eV/cm
g phonon 12 meV, coupling 0.5e8 eV/cm
g phonon 18 meV, coupling 0.8e8 eV/cm
g phonon 62 meV, coupling 11.0e8 eV/cm
OHMIC LIMIT
mobility, thermal average: 21225 cm2/Vs
mobility, grid at 1 V/cm: 21191 cm2/Vs
v111/v100 at 1 V/cm: 1.00006
EXAMPLE: two-term grid | Monte Carlo
v111: 5.159e+06 | 4.912e+06 +- 2e+04 cm/s
v100: 3.821e+06 | 3.738e+06 +- 1e+04 cm/s
v111/v100: 1.350 | 1.314
heavy-valley share, 100: 0.579 | 0.559
heavy valleys, 100: v 1.780e+06 | 1.736e+06 cm/s
heavy valleys, 100: mean energy 18.9 | 18.4 meV
light valleys, 100: v 6.631e+06 | 6.280e+06 cm/s
light valleys, 100: mean energy 24.7 | 23.2 meV
mean energy, 111: 23.5 | 22.3 meV
thermal mean energy: 10.0 meV
f exit rate (MC): heavy 2.23e+10, light 5.70e+10 1/s
N_heavy/N_light (MC): counted 1.270, from rates 1.276
SPLIT OF v111 - v100
v100, populations locked: 5.016e+06 | 4.802e+06 cm/s
locked valleys alone (grid): heavy 1.787e+06, light 6.631e+06 cm/s
unequal heating alone: 1.42e+05 | 1.09e+05 cm/s
repopulation: 1.19e+06 | 1.06e+06 cm/s
FIELD SWEEP (grid; last column includes acoustic energy loss)
kV/cm  v111 cm/s  v100 cm/s  heavy share  ratio  ratio+loss
 0.03  5.946e+05  5.811e+05  0.346  1.023  1.019
 0.10  1.661e+06  1.463e+06  0.430  1.136  1.113
 0.30  3.673e+06  2.720e+06  0.577  1.350  1.342
 1.00  7.793e+06  6.113e+06  0.534  1.275  1.292
 3.00  1.220e+07  1.017e+07  0.486  1.200  1.202
NEGLECTED EFFECTS, at the example field
with acoustic energy loss: v111 5.262e+06, v100 3.845e+06 cm/s
with acoustic energy loss: ratio 1.368, heavy share 0.591
same field at 300 K: ratio 1.0042, heavy share 0.3347
nonparabolic mass rise, light valleys (0.5/eV): 2.5 %
impurity/phonon rate at mean energy, 1e14 cm^-3: 1.3e-02
degeneracy, density/band states: 2.8e-05
share of electrons above 0.2 eV, field along 100: 5.8e-12
all good
```
